# Linear Field Shift of a Switching Barrier from the Branch-Followed Polarization: verification in Python

```python
"""
Result under test: in a fixed-cell insulator the switching barrier B obeys
    B(E) = B(0) - volume * E.(P_saddle - P_initial) + second order,
with polarization P followed continuously from the initial state to the saddle.

Model: a chain along x with period A. Each cell has a fixed cation at (0, 0)
and an anion at q = (x, y). Two spin-paired electrons per cell are active.
The cation core has charge +2e; the anion core is neutral in this count.
Energies are in eV, lengths in angstrom, fields in V/angstrom, dipoles in
e*angstrom. Electrons do not interact; E is the total macroscopic field.
Berry phases at zero field are compared with open chains in a real potential.
"""
import numpy as np
from scipy.constants import e as E_CHARGE
from scipy.optimize import minimize, minimize_scalar

A = 5.0              # chain period
AREA = 25.0          # cross-section assigned to one chain
VOLUME = A * AREA
D = 3.0              # cation and anion site energies are +D and -D
T0, R0, DECAY = 1.2, 2.0, 0.8    # hopping, its reference distance, decay length
C2 = 0.30            # amplitude of the lattice double-well energy
KY, Y0 = 15.0, 2.0   # transverse spring constant and rest position
N_SHORT, N_LONG = 12, 20         # cells in the two open chains
TO_UC_CM2 = E_CHARGE * 1e20 * 100.0     # e/angstrom^2 to microcoulomb/cm^2
TO_MV_CM = 1e10 / 1e8                   # V/angstrom to MV/cm


def hopping(dx, y):
    return T0 * np.exp(-(np.sqrt(dx**2 + y**2) - R0) / DECAY)


def lattice_energy(q):
    return C2 * np.cos(4 * np.pi * q[0] / A) + 0.5 * KY * (q[1] - Y0)**2


# ---------- periodic crystal at zero field ----------
def bloch(q, nk):
    """Cation-anion coupling g(k), its k derivative, and half the band gap."""
    k = 2 * np.pi / A * np.arange(nk) / nk
    dx = q[0] + A * np.arange(-8, 9)
    terms = hopping(dx, q[1])[:, None] * np.exp(1j * dx[:, None] * k)
    g = terms.sum(axis=0)
    dg = (1j * dx[:, None] * terms).sum(axis=0)
    return g, dg, np.sqrt(D**2 + abs(g)**2)


def crystal_energy(q):
    return -2 * bloch(q, 64)[2].mean() + lattice_energy(q)


def band_states(g, root):
    lower = np.array([-g, D + root + 0j])
    upper = np.array([D + root + 0j, g.conj()])
    norm = np.sqrt((abs(lower)**2).sum(axis=0))
    return lower / norm, upper / norm


def raw_dipole(q):
    """Cell dipole; the x part is known only modulo 2*A."""
    g, _, root = bloch(q, 400)
    u, _ = band_states(g, root)
    following = np.roll(u, -1, axis=1)
    following[:, -1] *= np.exp(-2j * np.pi / A * np.array([0.0, q[0]]))
    link = (u.conj() * following).sum(axis=0)
    centre = -A / (2 * np.pi) * np.angle(np.prod(link / abs(link)))
    return np.array([-2 * centre, -2 * q[1] * (abs(u[1])**2).mean()])


def followed_change(q_start, q_end):
    """Dipole change with its branch followed along a straight path."""
    path = [q_start + s * (q_end - q_start) for s in np.linspace(0, 1, 41)]
    p = np.array([raw_dipole(q) for q in path])
    p[:, 0] = np.unwrap(p[:, 0], period=2 * A)
    return p[-1] - p[0]


def derivatives(function, q, h=1e-3):
    """Gradient and Hessian by central differences."""
    ex, ey = np.array([h, 0.0]), np.array([0.0, h])
    f0 = function(q)
    xp, xm = function(q + ex), function(q - ex)
    yp, ym = function(q + ey), function(q - ey)
    mixed = (function(q + ex + ey) - function(q + ex - ey)
             - function(q - ex + ey) + function(q - ex - ey)) / (4 * h**2)
    grad = np.array([xp - xm, yp - ym]) / (2 * h)
    hess = np.array([[(xp - 2 * f0 + xm) / h**2, mixed],
                     [mixed, (yp - 2 * f0 + ym) / h**2]])
    return grad, hess


def polarizabilities(q, n):
    """Electronic and ionic polarizabilities for field direction n."""
    g, dg, root = bloch(q, 400)
    v, c = band_states(g, root)
    velocity = v[0].conj() * dg * c[1] + v[1].conj() * dg.conj() * c[0]
    r_n = n[0] * 1j * velocity / (2 * root) + n[1] * q[1] * v[1].conj() * c[1]
    electronic = 4 * (abs(r_n)**2 / (2 * root)).mean()
    h = 1e-3
    z = np.array([followed_change(q - h * d, q + h * d) @ n / (2 * h)
                  for d in np.eye(2)])
    hess = derivatives(crystal_energy, q)[1]
    return electronic, z @ np.linalg.solve(hess, z)


# ---------- open chains in a real scalar potential ----------
def open_chain(q, field, cells):
    xa = A * (np.arange(cells) - (cells - 1) / 2)
    x = np.concatenate([xa, xa + q[0]])
    y = np.concatenate([np.zeros(cells), np.full(cells, q[1])])
    site = np.concatenate([np.full(cells, D), np.full(cells, -D)])
    h = np.diag(site + field[0] * x + field[1] * y)
    t = hopping(x[None, cells:] - xa[:, None], q[1])
    h[:cells, cells:] = t
    h[cells:, :cells] = t.T
    values, vectors = np.linalg.eigh(h)
    density = 2 * (vectors[:, :cells]**2).sum(axis=1)
    energy = 2 * values[:cells].sum() - 2 * field[0] * xa.sum()
    dipole = np.array([2 * xa.sum() - density @ x, -density @ y])
    return energy + cells * lattice_energy(q), dipole


def bulk_in_field(q, field):
    """Enthalpy and dipole per cell; the chain ends cancel."""
    long, short = open_chain(q, field, N_LONG), open_chain(q, field, N_SHORT)
    return [(a - b) / (N_LONG - N_SHORT) for a, b in zip(long, short)]


def stationary(q_start, field):
    q = q_start.copy()
    for _ in range(30):
        grad, hess = derivatives(lambda r: bulk_in_field(r, field)[0], q)
        step = np.linalg.solve(hess, grad)
        q = q - step
        if np.linalg.norm(step) < 1e-7:
            return q
    raise RuntimeError("stationary point not found")


zero = np.zeros(2)
guess = minimize(crystal_energy, np.array([-1.0, 1.95])).x
initial = stationary(guess, zero)
saddles = {"near": stationary(np.array([0.0, 1.95]), zero),
           "far": stationary(np.array([-A / 2, 1.95]), zero)}


def barrier(route, field):
    qs, qi = stationary(saddles[route], field), stationary(initial, field)
    return bulk_in_field(qs, field)[0] - bulk_in_field(qi, field)[0]


def frozen_barrier(route, field):
    return (bulk_in_field(saddles[route], field)[0]
            - bulk_in_field(initial, field)[0])


def slope(function, route, n, h=0.001, base=0.0):
    return (function(route, (base + h) * n)
            - function(route, (base - h) * n)) / (2 * h)


def curvature(function, route, n, h=0.004):
    return (function(route, h * n) - 2 * function(route, zero)
            + function(route, -h * n)) / h**2


# The states are a minimum and two first-order saddles.
assert np.all(np.linalg.eigvalsh(derivatives(crystal_energy, initial)[1]) > 0)
for q in saddles.values():
    eig = np.linalg.eigvalsh(derivatives(crystal_energy, q)[1])
    assert eig[0] < 0 < eig[1]
for q in [initial, *saddles.values()]:
    assert abs(bulk_in_field(q, zero)[0] - crystal_energy(q)) < 1e-8


# With y relaxed, each route climbs steadily from the well to its saddle.
def relaxed_profile(x):
    return minimize_scalar(lambda y: crystal_energy(np.array([x, y])),
                           bounds=(1.4, 2.5), method="bounded",
                           options={"xatol": 1e-7}).fun


for q in saddles.values():
    profile = [relaxed_profile(x) for x in np.linspace(initial[0], q[0], 25)]
    assert np.all(np.diff(profile) > 0)

print(f"Period: {A:.1f} angstrom; cross-section: {AREA:.1f} angstrom^2")
print(f"Cell volume: {VOLUME:.1f} angstrom^3")
print(f"Site energies: +/-{D:.1f} eV")
print(f"Hopping: {T0:.2f} eV at {R0:.1f} angstrom, decay {DECAY:.1f} angstrom")
print(f"Double-well amplitude: {C2:.2f} eV")
print(f"Transverse spring: {KY:.1f} eV/angstrom^2, rest y {Y0:.1f} angstrom")
gap = min(2 * bloch(np.array([x, initial[1]]), 64)[2].min()
          for x in np.linspace(-A / 2, A / 2, 41))
print(f"Smallest direct gap on a full slide: {gap:.3f} eV")
print(f"Initial anion x, y: {initial[0]:.4f}, {initial[1]:.4f} angstrom")

axis = np.array([1.0, 0.0])
oblique = np.array([0.8, 0.6])
changes = {}
for route, qs in saddles.items():
    dp = followed_change(initial, qs)
    changes[route] = dp
    b0 = barrier(route, zero)
    measured = slope(barrier, route, axis)
    tilted = slope(barrier, route, oblique)
    assert abs(measured + dp @ axis) < 1e-4
    assert abs(tilted + dp @ oblique) < 1e-4
    assert abs(dp[1]) > 1e-3     # the transverse part is really tested

    # Relaxation leaves the slope alone but changes the curvature.
    frozen = slope(frozen_barrier, route, axis)
    assert abs(frozen + dp @ axis) < 1e-4
    el_s, ion_s = polarizabilities(qs, axis)
    el_i, ion_i = polarizabilities(initial, axis)
    d_el, d_all = el_s - el_i, el_s + ion_s - el_i - ion_i
    curve = curvature(barrier, route, axis)
    frozen_curve = curvature(frozen_barrier, route, axis)
    assert abs(curve + d_all) < 2e-3 * abs(d_all)
    assert abs(frozen_curve + d_el) < 1e-3
    assert ion_s < 0 < ion_i

    # The derivative identity also holds away from zero field.
    base = 0.01
    ps = bulk_in_field(stationary(qs, base * axis), base * axis)[1]
    pi = bulk_in_field(stationary(initial, base * axis), base * axis)[1]
    finite_slope = slope(barrier, route, axis, base=base)
    assert abs(finite_slope + (ps - pi)[0]) < 1e-4

    print(f"{route}: saddle x, y: {qs[0]:.4f}, {qs[1]:.4f} angstrom")
    print(f"{route}: zero-field barrier: {b0:.5f} eV")
    print(f"{route}: Berry dipole change x, y: {dp[0]:.5f}, {dp[1]:.5f} e angstrom")
    print(f"{route}: polarization change x: "
          f"{dp[0] / VOLUME * TO_UC_CM2:.3f} microC/cm^2")
    print(f"{route}: barrier slope, axial field: {measured:.5f} e angstrom")
    print(f"{route}: slope with frozen ions: {frozen:.5f} e angstrom")
    print(f"{route}: slope, field along (0.8,0.6): {tilted:.5f} e angstrom")
    print(f"{route}: slope at 0.01 V/angstrom: {finite_slope:.5f} e angstrom")
    print(f"{route}: ionic polarizability, saddle: {ion_s:.4f} e angstrom^2/V")
    print(f"{route}: ionic polarizability, initial: {ion_i:.4f} e angstrom^2/V")
    print(f"{route}: electronic difference: {d_el:.5f} e angstrom^2/V")
    print(f"{route}: total difference: {d_all:.4f} e angstrom^2/V")
    print(f"{route}: barrier curvature: {curve:.4f} e angstrom^2/V")
    for strength in (-0.02, -0.01, 0.01, 0.02):
        direct = barrier(route, strength * axis)
        linear = b0 - strength * dp[0]
        quadratic = linear - 0.5 * strength**2 * d_all
        assert abs(direct - quadratic) < abs(direct - linear)
        print(f"{route}: {strength * TO_MV_CM:+.0f} MV/cm; direct, linear, "
              f"quadratic: {direct:.5f}, {linear:.5f}, {quadratic:.5f} eV")

# One crystal at the far saddle, reached on two different branches.
image = saddles["far"] + np.array([A, 0.0])
wrong = followed_change(initial, image)
quantum = wrong[0] - changes["far"][0]
assert abs(crystal_energy(image) - crystal_energy(saddles["far"])) < 1e-8
assert abs(quantum + 2 * A) < 1e-6
assert abs(slope(barrier, "far", axis) + wrong[0]) > 1.0

# Both routes end in the same reversed crystal, one dipole quantum apart.
reversed_near = initial * np.array([-1.0, 1.0])
reversed_far = reversed_near - np.array([A, 0.0])
assert abs(crystal_energy(reversed_near) - crystal_energy(initial)) < 1e-8
total_near = followed_change(initial, reversed_near)[0]
total_far = followed_change(initial, reversed_far)[0]
assert abs(total_near - total_far + 2 * A) < 1e-6
assert changes["near"][0] * changes["far"][0] < 0

print(f"Dipole change per full slide: {quantum:.5f} e angstrom")
print(f"Wrong-branch slope for far route: {-wrong[0]:.5f} e angstrom")
print(f"Full reversal, near route: {total_near:.5f} e angstrom")
print(f"Full reversal, far route: {total_far:.5f} e angstrom")
print(f"Full reversal, near: {total_near / VOLUME * TO_UC_CM2:.3f} microC/cm^2")
print(f"Full reversal, far: {total_far / VOLUME * TO_UC_CM2:.3f} microC/cm^2")
print("all tests passed")
```

Running it gives:

```
Period: 5.0 angstrom; cross-section: 25.0 angstrom^2
Cell volume: 125.0 angstrom^3
Site energies: +/-3.0 eV
Hopping: 1.20 eV at 2.0 angstrom, decay 0.8 angstrom
Double-well amplitude: 0.30 eV
Transverse spring: 15.0 eV/angstrom^2, rest y 2.0 angstrom
Smallest direct gap on a full slide: 6.000 eV
Initial anion x, y: -1.0872, 1.9635 angstrom
near: saddle x, y: -0.0000, 1.9082 angstrom
near: zero-field barrier: 0.30840 eV
near: Berry dipole change x, y: -2.13078, 0.19745 e angstrom
near: polarization change x: -27.311 microC/cm^2
near: barrier slope, axial field: 2.13078 e angstrom
near: slope with frozen ions: 2.13078 e angstrom
near: slope, field along (0.8,0.6): 1.58616 e angstrom
near: slope at 0.01 V/angstrom: 2.18815 e angstrom
near: ionic polarizability, saddle: -3.1157 e angstrom^2/V
near: ionic polarizability, initial: 2.6178 e angstrom^2/V
near: electronic difference: -0.01585 e angstrom^2/V
near: total difference: -5.7494 e angstrom^2/V
near: barrier curvature: 5.7495 e angstrom^2/V
near: -2 MV/cm; direct, linear, quadratic: 0.26694, 0.26578, 0.26693 eV
near: -1 MV/cm; direct, linear, quadratic: 0.28738, 0.28709, 0.28738 eV
near: +1 MV/cm; direct, linear, quadratic: 0.32999, 0.32971, 0.33000 eV
near: +2 MV/cm; direct, linear, quadratic: 0.35216, 0.35102, 0.35217 eV
far: saddle x, y: -2.5000, 1.9951 angstrom
far: zero-field barrier: 0.77402 eV
far: Berry dipole change x, y: 2.86922, -0.12790 e angstrom
far: polarization change x: 36.776 microC/cm^2
far: barrier slope, axial field: -2.86922 e angstrom
far: slope with frozen ions: -2.86922 e angstrom
far: slope, field along (0.8,0.6): -2.21863 e angstrom
far: slope at 0.01 V/angstrom: -2.82318 e angstrom
far: ionic polarizability, saddle: -1.9997 e angstrom^2/V
far: ionic polarizability, initial: 2.6178 e angstrom^2/V
far: electronic difference: 0.00029 e angstrom^2/V
far: total difference: -4.6172 e angstrom^2/V
far: barrier curvature: 4.6173 e angstrom^2/V
far: -2 MV/cm; direct, linear, quadratic: 0.83233, 0.83140, 0.83232 eV
far: -1 MV/cm; direct, linear, quadratic: 0.80294, 0.80271, 0.80294 eV
far: +1 MV/cm; direct, linear, quadratic: 0.74555, 0.74532, 0.74555 eV
far: +2 MV/cm; direct, linear, quadratic: 0.71755, 0.71663, 0.71755 eV
Dipole change per full slide: -10.00000 e angstrom
Wrong-branch slope for far route: 7.13078 e angstrom
Full reversal, near route: -4.26156 e angstrom
Full reversal, far route: 5.73844 e angstrom
Full reversal, near: -54.622 microC/cm^2
Full reversal, far: 73.552 microC/cm^2
all tests passed
```
